# In-Plane Conductivity of Thick Films: The Three-Eighths Law and Its Remainder: a program that tests the result

```python
"""In-plane heat conduction in a film: the thick-film Fuchs-Sondheimer law.

Result under test:
    1 - k/k_bulk = (3/8) (1-p) / kappa - R,   kappa = thickness / free path,
    0 < R <= 3 (1-p)^2 exp(-kappa) / (kappa^3 (1 - p exp(-kappa))).
p      : fraction of carriers reflected specularly at each surface
mu     : absolute cosine of the angle between velocity and film normal
h      : deviation from equilibrium divided by its bulk value
R      : exponentially small remainder
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq

nodes, weights = np.polynomial.legendre.leggauss(48)
MU = 0.5 * (nodes + 1.0)
W = 0.5 * weights


def film_reduction(kappa, p):
    """Fractional reduction from the full Fuchs-Sondheimer integral."""
    def integrand(mu):
        e = np.exp(-kappa / mu)
        return (mu - mu**3) * (1 - e) / (1 - p * e)
    value = quad(integrand, 0, 1, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    return 1.5 * (1 - p) / kappa * value


def thick_reduction(kappa, p):
    return 0.375 * (1 - p) / kappa


def remainder_bound(kappa, p):
    e = np.exp(-kappa)
    return 3 * (1 - p)**2 * e / (kappa**3 * (1 - p * e))


def local_flux(depth, kappa, p):
    """Local flux over bulk flux; depth is measured in free paths."""
    def integrand(mu):
        layers = np.exp(-depth / mu) + np.exp(-(kappa - depth) / mu)
        return (1 - mu**2) * layers / (1 - p * np.exp(-kappa / mu))
    return 1 - 0.75 * (1 - p) * quad(integrand, 0, 1, epsabs=1e-11)[0]


def solve_transport(kappa, p_bottom, p_top, cells=1000, bounces=30):
    """Solve mu dh/dz + h = 1 by finite differences, with wall reflection.

    Returns the thickness-averaged flux and the profile, over bulk values.
    """
    step = kappa / (MU * cells)
    decay = (1 - step / 2) / (1 + step / 2)
    gain = step / (1 + step / 2)

    def sweep(start):
        h = np.empty((cells + 1, MU.size))
        h[0] = start
        for i in range(cells):
            h[i + 1] = decay * h[i] + gain
        return h

    arriving_bottom = np.zeros(MU.size)
    for _ in range(bounces):
        up = sweep(p_bottom * arriving_bottom)
        down = sweep(p_top * up[-1])
        arriving_bottom = down[-1]
    profile = 0.75 * ((up + down[::-1]) @ (W * (1 - MU**2)))
    average = np.mean(0.5 * (profile[1:] + profile[:-1]))
    return average, profile


# Model film
k_bulk = 100.0       # W/(m K)
free_path = 100.0    # nm
p_film = 0.2
thickness = 500.0    # nm
kappa_film = thickness / free_path

# Full formula against the numerical transport solution, thin to thick
worst = 0.0
for kappa, p in [(0.5, 0.0), (1.0, 0.5), (5.0, 0.2), (8.0, 0.0)]:
    average, _ = solve_transport(kappa, p, p)
    worst = max(worst, abs(1 - average - film_reduction(kappa, p)))
assert worst < 1e-5

# Flux profile of the model film, including the surface
_, profile = solve_transport(kappa_film, p_film, p_film)
for index in (0, 250, 500):
    depth = kappa_film * index / 1000
    assert abs(profile[index] - local_flux(depth, kappa_film, p_film)) < 1e-4

# Thick-film law, surface flux and unequal surfaces, from transport itself
for p in (0.0, 0.6):
    average, thick_profile = solve_transport(8.0, p, p)
    allowed = remainder_bound(8.0, p) + 1e-5
    assert abs(1 - average - thick_reduction(8.0, p)) < allowed
    assert abs(thick_profile[0] - (1 + p) / 2) < 1e-4
average, _ = solve_transport(8.0, 0.1, 0.7)
unequal_numeric = 1 - average
unequal_law = 3 / 16 * (2 - 0.1 - 0.7) / 8.0
assert abs(unequal_numeric - unequal_law) < 2e-5

# Random flights: a diffuse wall hit ends the memory of in-plane velocity
rng = np.random.default_rng(7)
samples = 4_000_000
mu_s = rng.random(samples)
in_plane = (1 - mu_s**2) * np.cos(2 * np.pi * rng.random(samples))**2
bulk_flight = rng.exponential(size=samples)
hits = rng.geometric(1 - p_film, size=samples)
wall_flight = kappa_film * (rng.random(samples) + hits - 1) / mu_s
lost = 3 * in_plane * np.maximum(bulk_flight - wall_flight, 0)
flight_reduction = lost.mean()
flight_error = lost.std() / np.sqrt(samples)
full = film_reduction(kappa_film, p_film)
assert flight_error < 0.01 * full
assert abs(flight_reduction - full) < 4 * flight_error

# Sign and bound of the remainder
for kappa in (0.2, 0.5, 1.0, 3.0, 8.0):
    for p in (0.0, 0.5, 0.9):
        rest = thick_reduction(kappa, p) - film_reduction(kappa, p)
        assert 0 < rest <= remainder_bound(kappa, p)

# Exponential size of the remainder, by high-precision subtraction
mp.mp.dps = 50
p_mp = mp.mpf(1) / 5
tail_ratios = {}
for kappa in (30, 60):
    def integrand_mp(mu):
        e = mp.exp(-kappa / mu) if mu > 0.01 else mp.mpf(0)
        return (mu - mu**3) * (1 - e) / (1 - p_mp * e)
    integral = mp.quad(integrand_mp, [0, 0.25, 0.5, 0.75, 1])
    reduction = mp.mpf(3) / (2 * kappa) * (1 - p_mp) * integral
    rest = mp.mpf(3) / 8 * (1 - p_mp) / kappa - reduction
    leading = 3 * (1 - p_mp)**2 * mp.exp(-kappa) / mp.mpf(kappa)**3
    tail_ratios[kappa] = float(rest / leading)
    # the next term of the expansion near mu = 1 is -9/kappa
    assert abs(tail_ratios[kappa] - (1 - 9 / kappa)) < 80 / kappa**2

# Mixtures of free paths with one and the same weighted mean
mixtures = {"narrow": [(0.6, 50.0), (0.4, 175.0)],
            "long tail": [(0.95, 20.0), (0.05, 1620.0)]}
mixture_results = {}
for name, groups in mixtures.items():
    mean_path = sum(w * path for w, path in groups)
    formula = sum(w * film_reduction(thickness / path, p_film)
                  for w, path in groups)
    numeric = 1 - sum(
        w * solve_transport(thickness / path, p_film, p_film)[0]
        for w, path in groups)
    assert abs(formula - numeric) < 1e-5
    assert formula < thick_reduction(thickness / mean_path, p_film)
    mixture_results[name] = (mean_path, formula)


def one_percent_thickness(p):
    """Thickness over free path where the law errs by 1% of the reduction."""
    return brentq(lambda x: thick_reduction(x, p) / film_reduction(x, p)
                  - 1.01, 0.1, 10)


law = thick_reduction(kappa_film, p_film)
print(f"bulk conductivity: {k_bulk:.1f} W/(m K)")
print(f"free path: {free_path:.1f} nm")
print(f"thickness: {thickness:.1f} nm")
print(f"specular fraction p: {p_film:.2f}")
print(f"thickness / free path: {kappa_film:.2f}")
print(f"reduction, thick-film law: {law:.6f}")
print(f"reduction, full formula: {full:.6f}")
print(f"remainder R: {law - full:.3e}")
print(f"upper bound on R: {remainder_bound(kappa_film, p_film):.3e}")
print(f"conductivity, law: {k_bulk * (1 - law):.4f} W/(m K)")
print(f"conductivity, full: {k_bulk * (1 - full):.4f} W/(m K)")
print(f"random-flight reduction: {flight_reduction:.5f}")
print(f"random-flight standard error: {flight_error:.5f}")
print(f"largest transport-formula difference: {worst:.1e}")
for label, depth in [("surface", 0.0), ("one free path deep", 1.0),
                     ("mid-plane", kappa_film / 2)]:
    value = local_flux(depth, kappa_film, p_film)
    print(f"local flux / bulk flux, {label}: {value:.4f}")
print("thickness (nm) | k law | k full (W/(m K))")
for d in (25.0, 50.0, 100.0, 200.0, 500.0, 1000.0):
    x = d / free_path
    k_law = k_bulk * (1 - thick_reduction(x, p_film))
    k_full = k_bulk * (1 - film_reduction(x, p_film))
    print(f"{d:7.0f} | {k_law:9.4f} | {k_full:9.4f}")
for p in (0.0, p_film):
    print(f"1% error of reduction, p={p:.1f}: thickness / free path = "
          f"{one_percent_thickness(p):.3f}")
print("unequal surfaces p=0.1 and 0.7, thickness / free path = 8:")
print(f"  reduction, law: {unequal_law:.6f}")
print(f"  reduction, transport: {unequal_numeric:.6f}")
for kappa, ratio in tail_ratios.items():
    print(f"R / leading exponential, kappa={kappa}: {ratio:.4f}")
for name, groups in mixtures.items():
    mean_path, formula = mixture_results[name]
    parts = ", ".join(f"{w:.2f} at {path:.0f} nm" for w, path in groups)
    print(f"mixture {name}: {parts}")
    print(f"  mean path: {mean_path:.1f} nm")
    print(f"  reduction, mean-path law: "
          f"{thick_reduction(thickness / mean_path, p_film):.5f}")
    print(f"  reduction, sum over groups: {formula:.5f}")
print("PASS")
```

Running it gives:

```
bulk conductivity: 100.0 W/(m K)
free path: 100.0 nm
thickness: 500.0 nm
specular fraction p: 0.20
thickness / free path: 5.00
reduction, thick-film law: 0.060000
reduction, full formula: 0.059967
remainder R: 3.305e-05
upper bound on R: 1.036e-04
conductivity, law: 94.0000 W/(m K)
conductivity, full: 94.0033 W/(m K)
random-flight reduction: 0.06025
random-flight standard error: 0.00021
largest transport-formula difference: 2.8e-08
local flux / bulk flux, surface: 0.5998
local flux / bulk flux, one free path deep: 0.9621
local flux / bulk flux, mid-plane: 0.9928
thickness (nm) | k law | k full (W/(m K))
     25 |  -20.0000 |   43.4998
     50 |   40.0000 |   59.0620
    100 |   70.0000 |   73.9451
    200 |   85.0000 |   85.4288
    500 |   94.0000 |   94.0033
   1000 |   97.0000 |   97.0000
1% error of reduction, p=0.0: thickness / free path = 2.923
1% error of reduction, p=0.2: thickness / free path = 2.761
unequal surfaces p=0.1 and 0.7, thickness / free path = 8:
  reduction, law: 0.028125
  reduction, transport: 0.028125
R / leading exponential, kappa=30: 0.7647
R / leading exponential, kappa=60: 0.8682
mixture narrow: 0.60 at 50 nm, 0.40 at 175 nm
  mean path: 100.0 nm
  reduction, mean-path law: 0.06000
  reduction, sum over groups: 0.05963
mixture long tail: 0.95 at 20 nm, 0.05 at 1620 nm
  mean path: 100.0 nm
  reduction, mean-path law: 0.06000
  reduction, sum over groups: 0.03734
PASS
```
